# Slab-truncated Coulomb kernel: removing the interaction between repeated dipolar layers

## What goes wrong with the bare kernel

A plane-wave calculation of a surface repeats the slab along its normal. If the slab has a dipole moment, the electrostatic energy then depends on the empty space between copies, and the error falls only as the inverse of the repeat length. For the model layer treated below, a repeat length of 12 bohr gives an error of $-0.0324$ Ha, or $-0.88$ eV, per lateral cell. Reducing the dipole part of that error to $10^{-4}$ Ha by adding vacuum alone would take a repeat length of about 3900 bohr.

The cure is to cut the Coulomb interaction along the normal at half the repeat length. For a neutral layer thinner than this cutoff, the periodic calculation then returns the energy of a single layer with open boundaries.

## Conventions and exact statement

Hartree atomic units are used. The layer is periodic in the plane with cell area $A$ and is repeated along $z$ with period $L$. Its charge density $\rho$, electrons and ions together, is neutral and has thickness $w$. A reciprocal vector is $\mathbf G=(\mathbf g,k)$, with $g=|\mathbf g|$ and $k=2\pi n/L$. The potential $V$ is that felt by a positive unit charge; an electron has potential energy $-V$. Energies are per lateral cell. Replace

$$\frac1r\quad\text{by}\quad v_R(\mathbf r)=\frac{\theta(R-|z|)}{r},\qquad R=\frac L2 .$$

If $w\le L/2$, the electrostatic energy is that of one isolated layer. The length $L$ is the spacing of successive layers. If a computational cell contains two copies of the layer, $R$ remains half their spacing, not half the cell.

## Derivation of the kernel

**In-plane transform.** Let $u(z)$ be the transform of $1/r$ over the plane at wave vector $\mathbf g\neq0$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,

$$u''-g^2u=-4\pi\delta(z).$$

The decaying solution is $u=u_0e^{-g|z|}$. Its slope jumps by $-2gu_0$ at $z=0$, and this must equal $-4\pi$. Hence $u_0=2\pi/g$ and

$$u(z)=\frac{2\pi}{g}e^{-g|z|}.$$

**Transform along the normal.** The integrand is even, so

$$v(\mathbf g,k)=\frac{4\pi}{g}\int_0^R e^{-gz}\cos kz\,dz .$$

An antiderivative is $e^{-gz}(k\sin kz-g\cos kz)/(g^2+k^2)$, as differentiation confirms. At $z=0$ it equals $-g/(g^2+k^2)$. Subtracting the two limits gives

$$v=\frac{4\pi}{g^2+k^2}\left[1+e^{-gR}\left(\frac kg\sin kR-\cos kR\right)\right].\tag{1}$$

For $R=L/2$, $kR=\pi n$, so the sine vanishes and the cosine is $(-1)^n$:

$$v=\frac{4\pi}{g^2+k^2}\left[1-(-1)^n e^{-gL/2}\right].\tag{2}$$

For $gL\gg1$ this returns to the bare kernel: short lateral waves do not reach the next layer.

**The planar average.** At small $g$,

$$\frac{2\pi}{g}e^{-g|z|}=\frac{2\pi}{g}-2\pi|z|+O(g).$$

The diverging constant couples to the total charge. For a neutral layer the integral of $\rho$ against $e^{-i\mathbf g\cdot\boldsymbol\rho}$ is $O(g)$, so its energy contribution is $O(g^2)/g\to0$. In the potential, an in-plane dipole can leave a constant that depends on the direction of $\mathbf g$. Averaging over $\pm\mathbf g$ removes it, and a constant does not change the energy of a neutral layer. What remains is $-2\pi|z|$ inside the window:

$$v(0,k)=-4\pi\int_0^R z\cos kz\,dz
=-4\pi\left[\frac{R\sin kR}{k}+\frac{\cos kR-1}{k^2}\right],$$

which is

$$v(0,k)=\frac{4\pi}{k^2}\left[1-\cos kR-kR\sin kR\right],\qquad v(0,0)=-2\pi R^2.\tag{3}$$

The second value follows from $\int_{-R}^{R}(-2\pi|z|)dz$, and also from the first expression, whose bracket tends to $-k^2R^2/2$. For $R=L/2$, equation (3) gives $8\pi/k^2$ for odd $n$ and zero for even $n\ne0$. The value at $\mathbf G=0$ multiplies the total charge and has no effect here.

## Why the copies decouple

Multiplying the Fourier coefficients of the periodic density by $v$ is the same as convolving that density, over all space, with $v_R$. For given $z$ and $z'$, the window $|z-z'-mL|<L/2$ contains one copy $m$. The periodic kernel is therefore the Coulomb kernel at the minimum-image distance along $z$.

Two charges in the same layer satisfy $|z-z'|\le w\le L/2$. Their minimum-image distance is their true distance, and they interact normally. Charges in different layers are at least $L-w\ge L/2$ apart and are cut off. At equality the two candidate images lie at the same distance, so the periodic kernel is continuous there. This proves the statement.

The truncation removes all coupling between copies, including the small physical coupling that two real layers at that spacing would have. That is correct when one isolated layer is wanted, and wrong for a multilayer crystal.

## What the bare kernel adds

The error being removed can be found in closed form. Let the layer consist of Gaussian charges $q_i$, all of standard deviation $\sigma$, with separations $(\boldsymbol\tau_{ij},z_{ij})$ and dipole moment $M=\sum_iq_iz_i$. Assume that charges of different copies do not overlap.

**Planar part.** Without its $\mathbf G=0$ term, the bare periodic kernel at $g=0$ is, for $|z|\le L$,

$$\frac1L\sum_{k\ne0}\frac{4\pi}{k^2}e^{ikz}=-2\pi|z|+\frac{2\pi z^2}{L}+\text{const}.$$

Both sides are even and periodic, and both have second derivative $-4\pi\delta(z)+4\pi/L$ within a period. The quadratic term is the artefact. The Gaussian spread adds the same constant to every mean square separation, which neutrality removes. With $\sum_iq_i=0$,

$$\sum_{ij}q_iq_j(z_i-z_j)^2=2\Big(\sum_iq_i\Big)\Big(\sum_jq_jz_j^2\Big)-2M^2=-2M^2 .$$

Multiplying by $\tfrac12\cdot 2\pi/(AL)$ gives $-2\pi M^2/(AL)$.

The potential shows the cause. An isolated layer has planar potential $-(2\pi/A)\sum_iq_i|z-z_i|$, which is $+2\pi M/A$ above and $-2\pi M/A$ below. The step is $4\pi M/A$, and the field outside is zero. Isolated, laterally uniform dipole layers therefore exert no force on each other. A periodic potential cannot keep a net step, so the bare kernel adds the ramp $-4\pi Mz/(AL)$. The layer's energy in this ramp, with the factor $\tfrac12$ for a self-generated potential, is again $-2\pi M^2/(AL)$.

**Lateral part.** For $g\neq0$ and $|z|<L$,

$$\sum_m e^{-g|z-mL|}=e^{-g|z|}+2\cosh(gz)\sum_{m\ge1}e^{-mgL}
=e^{-g|z|}+\frac{2\cosh gz}{e^{gL}-1}.$$

The last term comes from the copies. Lateral smearing of a pair multiplies it by $e^{-g^2\sigma^2}$. Along $z$ the pair separation has variance $2\sigma^2$, which turns $\cosh gz_{ij}$ into $e^{g^2\sigma^2}\cosh gz_{ij}$. The factors cancel, because the potential of the copies is harmonic inside the layer. With

$$P(\mathbf g)=\sum_{ij}q_iq_j\cos(\mathbf g\cdot\boldsymbol\tau_{ij})\cosh(gz_{ij}),$$

the total error is

$$E_{\rm bare}-E_{\rm iso}=-\frac{2\pi M^2}{AL}+\frac{2\pi}{A}\sum_{\mathbf g\ne0}\frac{P(\mathbf g)}{g\,(e^{gL}-1)}.\tag{4}$$

The first term decays as $1/L$, the second exponentially. Equation (4) holds for a fixed charge density; in a self-consistent calculation the charge also responds to the artificial ramp, so $M$ itself changes with $L$.

## Algorithm

```
input: neutral density rho on N grid points of volume dV,
       cell length C along z, layer spacing L
R = L/2
for every G = (gx, gy, k):
    g = sqrt(gx^2 + gy^2)
    if g > 0:        v[G] = equation (1)
    else if k != 0:  v[G] = first part of equation (3)
    else:            v[G] = -2*pi*R^2
rhoG = FFT(rho) / N
V(r) = sum over G of v[G] * rhoG[G] * exp(i G.r)   # inverse FFT
E = 0.5 * dV * sum(rho * V)
```

When $C=L$, equation (2) may replace (1).

**Ions.** Electron–electron, electron–ion and ion–ion terms must use the same truncation; otherwise their long-range parts no longer cancel. One way is to represent each ion of charge $Z_i$ by a Gaussian of standard deviation $s$ and include it in $\rho$. These Gaussians count towards the thickness $w$, so $s$ must be small enough that their tails also satisfy $w\le L/2$. The short-range remainder of the local pseudopotential is then added without truncation. For point ions, subtract the Gaussian self-energies $Z_i^2/(2s\sqrt\pi)$ and add the pair corrections $Z_iZ_j\,\mathrm{erfc}(r_{ij}/2s)/r_{ij}$, counting each pair once per cell, including lateral images.

**Cost.** The kernel takes $O(N)$ operations and can be stored while the cell is fixed. Each potential needs two FFTs, $O(N\log N)$, as with the bare kernel. The real price is the condition $L\ge2w$: the empty region must be at least as thick as the charge. If this is too expensive for the orbitals, the density alone can be padded with zeros onto a longer grid for the electrostatics.

**Numerical stability.** For $C=L$, equation (2) avoids evaluating a sine that should be zero and dividing it by $g$. At $k=0$ and small $gR$, the difference $1-e^{-gR}$ loses digits and should be computed as `-expm1(-g*R)`. The term $v(0,0)$ should be kept even though it has no effect for an exactly neutral density. If a small charge $Q$ remains, this term cancels the dependence of the other planar terms on $L$; setting it to zero would raise the energy by $\pi Q^2L/(4A)$.

## Worked example

The model has a square lateral cell of side 8 bohr, so $A=64$ bohr². It contains Gaussian charges $+1$ and $-1$ of width $\sigma=0.4$ bohr at heights $+1$ and $-1$ bohr, displaced laterally by half the cell diagonal. Thus $M=1\cdot1+(-1)(-1)=2$ $e\,$bohr. The grid step is 0.25 bohr. These are round parameters, not a material.

The reference uses no Fourier transform. The interaction of two Gaussians at distance $r$ is $\mathrm{erf}(r/2\sigma)/r$, and

$$E_{\rm iso}=\frac12\sum_{\mathbf T}\sum_{ij}q_iq_j\frac{\mathrm{erf}(r_{ij\mathbf T}/2\sigma)}{r_{ij\mathbf T}},$$

where $\mathbf T$ runs over lateral lattice vectors. The self-energies of the Gaussians are included, as they are on the grid. In a square of cells symmetric about the origin, the monopole terms cancel by neutrality and the odd terms by symmetry. The summand then falls as $1/T^3$, so the missing tail is inversely proportional to the size of the square. Extrapolation from two sizes gives $E_{\rm iso}=1.1854566$ Ha.

**Energy against repeat length.** At $L=12$ bohr the dipole term of equation (4) is

$$-\frac{2\pi\cdot2^2}{64\cdot12}=-0.03272\ \text{Ha}.$$

The lateral term is $+0.00028$ Ha. Their sum, $-0.03245$ Ha, is the error found for the bare kernel. At 24 bohr the dipole term has halved to $-0.01636$ Ha, while the lateral term has fallen to $2\times10^{-8}$ Ha. Equation (4) was tested at 12, 16 and 24 bohr.

The truncated energy differs from the reference by $-1.1\times10^{-9}$ Ha at all three lengths, and its values at 12 and 24 bohr agree to about $10^{-14}$ Ha. The small residue therefore does not come from interaction between copies; it belongs to the reference sum or to the common grid.

The bare energies do not approach their limit monotonically: among the lengths computed, the lowest value is 1.1426 Ha at 8 bohr, with 1.1676 Ha at 5 bohr and 1.1691 Ha at 24 bohr. At 5 bohr the dipole term is $-0.0785$ Ha but the total error is $-0.0179$ Ha, so equation (4) assigns $+0.0606$ Ha to the lateral term. A small change of the bare energy between two short cells is thus no evidence of convergence.

**Two explicit layers.** Place two copies 12 bohr apart in a cell of length $C=2L=24$ bohr. Their bare mutual energy follows in the same way. For $g\ne0$, summing over distances $L+z+2mL$ gives

$$\frac{e^{-gL}(e^{gz}+e^{-gz})}{1-e^{-2gL}}=\frac{\cosh gz}{\sinh gL}.$$

For $g=0$, the term $-2\pi(L+z)$ is at most linear in $z$ and vanishes when summed over two neutral layers. The term $2\pi(L+z)^2/(2L)$ leaves $(\pi/L)(-2M^2)$. Hence

$$E_{12}=-\frac{2\pi M^2}{AL}+\frac{2\pi}{A}\sum_{\mathbf g\ne0}\frac{P(\mathbf g)}{g\sinh gL}.$$

This gives $-0.03217$ Ha, or $-0.875$ eV, in agreement with the grid calculation. With $R=6$ bohr the mutual energy is $9\times10^{-13}$ Ha. The total is 2.3709131 Ha, twice the isolated energy. Here $C\ne2R$, so the sine terms in (1) and (3) are needed. The constant discarded at $g=0$ is still harmless: it acts on all pairs within a neutral layer and on none between layers.

In open space the two layers would have a real coupling of $+2.8\times10^{-4}$ Ha from their lateral modulation. The truncation removes this too.

## Failure modes

**Cutoff tied to the wrong length.** With $R=12$ bohr, half the doubled cell, the two layers have a mutual energy of $-0.304$ Ha, far worse than the bare result. A pair separated by $12+z$ is assigned the distance $12-|z|$. The planar energy is then $(2\pi/A)\sum_{ij}q_iq_j\langle|z|\rangle_{ij}$. For like charges $\langle|z|\rangle=2\sigma/\sqrt\pi=0.451$ bohr, and for unlike charges it is very nearly 2 bohr. This gives $(2\pi/64)(2\cdot0.451-2\cdot2)=-0.304$ Ha, which accounts for the result.

**Repeat length too short.** The pair separation of the unlike charges has mean 2 bohr and standard deviation $\sqrt2\,\sigma=0.57$ bohr. At $L=5$ bohr, part of this distribution exceeds $R=2.5$ bohr. For such a pair the planar kernel changes by

$$-2\pi(L-|z|)+2\pi|z|=4\pi(|z|-L/2)>0,$$

which lowers the energy because $q_iq_j=-1$. Including the lateral waves, the minimum-image rule predicts $-0.007924$ Ha, equal to the error found. At 8 bohr the cutoff lies 3.5 standard deviations above the mean and the error is $-5\times10^{-6}$ Ha. For densities with tails, $w$ is thus set by the accuracy required, and $L$ should be increased until the truncated energy stops changing.

**Reading the potential too far out.** The potential is correct only where all the charge lies within $R$. For a centred layer this means $|z|\le(L-w)/2$. At $L=16$ bohr the step between $z=-4$ and $z=4$ bohr is

$$\frac{4\pi\cdot2}{64}=0.3927\ \text{Ha}/e=10.69\ \text{V},$$

and between $z=3$ and $z=4$ bohr the truncated vacuum potential is flat to about $4\times10^{-9}$ Ha/($e\,$bohr). The bare kernel gives the slope $-4\pi\cdot2/(64\cdot16)=-0.0245$ in the same unit. At the point $(0,0,3)$ bohr the truncated potential also agrees with a direct real-space sum.

At $z=7.5$ bohr, however, the planar potential is 0.094 instead of 0.196 Ha/$e$. The positive charge is correctly 6.5 bohr away, but the negative one, at 8.5 bohr, is replaced by its copy at 7.5 bohr. For sharp sheets this gives $(2\pi/64)(7.5-6.5)=0.098$ Ha/$e$; the Gaussian width lowers it slightly. Vacuum levels must therefore be read on the plateaus, not at the cell boundary, and orbitals that extend into the boundary region feel a wrong potential.

**Net charge.** For a charged layer the constant $2\pi/g$ no longer cancels. Equation (3) drops it, which fixes the zero of the potential and adds no compensating charge. For $w\le L/2$ the resulting energy does not depend on $L$, but it belongs to this convention and cannot be compared directly with a calculation that uses a compensating background or an electrode.

The complete values are in the numerical output below.

## Values computed for the example and the checks

```
lateral cell side 8.0 bohr, area 64.0 bohr^2
Gaussian width 0.40 bohr, grid step 0.25 bohr
charges +1, -1 e at heights +1.0, -1.0 bohr
cell dipole M = 2.000 e bohr
largest kernel error against quadrature 1.4e-14 a.u.
isolated layer, real-space sum: 1.1854566 Ha
L (bohr) | E bare (Ha) | E truncated (Ha) | truncated - isolated (Ha)
  5.0 | 1.1675528 | 1.1775321 | -7.9e-03
  6.0 | 1.1484792 | 1.1841292 | -1.3e-03
  8.0 | 1.1425700 | 1.1854516 | -5.0e-06
 12.0 | 1.1530106 | 1.1854566 | -1.1e-09
 16.0 | 1.1609250 | 1.1854566 | -1.1e-09
 24.0 | 1.1690941 | 1.1854566 | -1.1e-09
L (bohr) | bare - isolated | dipole term | lateral term (all Ha)
 12.0 | -0.0324460 | -0.0327249 | +2.79e-04
 16.0 | -0.0245315 | -0.0245437 | +1.22e-05
 24.0 | -0.0163624 | -0.0163625 | +2.28e-08
truncated energy, L=12 minus L=24: -1.2e-14 Ha
bare error at L=12: -0.8829 eV
L=5 error: found -0.007924 Ha, minimum-image prediction -0.007924 Ha
two layers, spacing 12.0 bohr, cell 24.0 bohr:
  mutual energy, bare kernel -0.0321670 Ha = -0.8753 eV
  mutual energy, bare formula -0.0321670 Ha
  mutual energy, cutoff 6 bohr +9.2e-13 Ha
  mutual energy, cutoff 12 bohr -0.3036000 Ha
  genuine coupling of two layers in open space +2.79e-04 Ha
  total energy of both, cutoff 6 bohr 2.3709131 Ha
L=16: potential step 0.392699 Ha/e = 10.6859 V
  vacuum slope, truncated +4.2e-09, bare -0.024544 Ha/(e bohr)
  potential at (0,0,3) bohr: grid 0.388126, direct sum 0.388126 Ha/e
  planar mean at z=4: 0.196350, at z=7.5: 0.094203 Ha/e
```
